# Relaxation strength from the area under the dielectric loss

## 1. The error in reading strength from a peak

A dielectric loss peak invites a quick estimate. For Debye relaxation the maximum loss is half the relaxation strength, so one doubles the peak height. Apply this to a Cole–Davidson peak with exponent 0.6 and strength 60. Its maximum is 23.43, and doubling gives 46.86, which is 22% below the true strength. The peak is lower because it is broader, and height alone cannot tell a broad strong process from a narrow weak one.

The area under the loss on a logarithmic frequency axis does not have this defect:

$$\Delta\varepsilon=\varepsilon_s-\varepsilon_\infty=\frac{2}{\pi}\int_{-\infty}^{\infty}\varepsilon''(\omega)\,d\ln\omega .\tag{1}$$

Here $\varepsilon_s$ is the static permittivity and $\varepsilon_\infty$ the permittivity at frequencies far above the relaxation. Both are relative to $\varepsilon_0$, and $\omega$ is the angular frequency.

## 2. From a field step to the loss

Assume that the polarization is linear in the field, follows it causally, and has a response that does not change while it is measured. Leave out dc conduction for now. A field step $E_0$ at $t=0$ produces

$$P(t)=\varepsilon_0E_0\left\{\varepsilon_\infty-1+\Delta\varepsilon\,[1-\phi(t)]\right\},\qquad t>0 .$$

The relaxation function $\phi$ is the part of the slow response still to come, with $\phi(0^+)=1$ and $\phi(\infty)=0$. Any instantaneous response sits in $\varepsilon_\infty$. Define $\psi(t)=-\phi'(t)$ and assume that $\phi$ is the integral of its derivative, with $\int_0^\infty|\psi|\,dt$ finite. Then

$$\int_0^\infty\psi(t)\,dt=\phi(0^+)-\phi(\infty)=1 .\tag{2}$$

Nothing requires $\psi$ to be positive: $\phi$ may oscillate.

A general field is a sequence of small steps $(dE/dt')\,dt'$. By linearity their responses add:

$$P(t)=\varepsilon_0(\varepsilon_\infty-1)E(t)+\varepsilon_0\Delta\varepsilon\int_{-\infty}^{t}[1-\phi(t-t')]\frac{dE}{dt'}\,dt' .$$

Integrate by parts. The boundary term vanishes at $t'=t$ because $\phi(0^+)=1$, and in the remote past because the field was switched on slowly from zero. The derivative of $1-\phi(t-t')$ with respect to $t'$ is $+\phi'(t-t')=-\psi(t-t')$. The minus sign of integration by parts cancels this one, and with $s=t-t'$

$$P(t)=\varepsilon_0(\varepsilon_\infty-1)E(t)+\varepsilon_0\Delta\varepsilon\int_0^\infty\psi(s)E(t-s)\,ds .$$

Insert $E=E_0e^{i\omega t}$, the limit of ever slower switching, and use $P=\varepsilon_0(\varepsilon^*-1)E$:

$$\varepsilon^*(\omega)=\varepsilon_\infty+\Delta\varepsilon\int_0^\infty\psi(t)e^{-i\omega t}\,dt .\tag{3}$$

As $\omega\to0$ the integral tends to 1 by (2), so $\varepsilon^*\to\varepsilon_\infty+\Delta\varepsilon=\varepsilon_s$. As $\omega\to\infty$ it tends to zero: an integrable $\psi$ can be approximated as closely as desired by finitely many constant pieces, and each piece integrates to something of order $1/\omega$. Thus $\Delta\varepsilon$ is indeed $\varepsilon_s-\varepsilon_\infty$.

With this sign of the exponent, write $\varepsilon^*=\varepsilon'-i\varepsilon''$. Since $e^{-i\omega t}=\cos\omega t-i\sin\omega t$,

$$\varepsilon''(\omega)=\Delta\varepsilon\int_0^\infty\psi(t)\sin\omega t\,dt .\tag{4}$$

## 3. Integrating over a finite window

Because $d\ln\omega=d\omega/\omega$, the area between $\omega_1>0$ and $\omega_2$ is

$$A=\int_{\omega_1}^{\omega_2}\frac{\varepsilon''(\omega)}{\omega}\,d\omega
=\Delta\varepsilon\int_0^\infty\psi(t)\left[\int_{\omega_1}^{\omega_2}\frac{\sin\omega t}{\omega}\,d\omega\right]dt .$$

The order may be exchanged because the absolute value of the double integrand is at most $|\psi(t)|/\omega_1$, which has a finite integral over the window and all times.

In the bracket put $x=\omega t$ at fixed $t>0$. Then $d\omega/\omega=dx/x$, and with $\mathrm{Si}(X)=\int_0^X(\sin x/x)\,dx$

$$A=\Delta\varepsilon\int_0^\infty\psi(t)\left[\mathrm{Si}(\omega_2t)-\mathrm{Si}(\omega_1t)\right]dt .\tag{5}$$

The time $t$ now appears only in the limits of the inner integral. When these go to zero and infinity, every $t$ will receive the same weight.

## 4. The value of that weight

Use $1/x=\int_0^\infty e^{-sx}\,ds$ for $x>0$, and exchange the order of integration, which is allowed since $|\sin x|/x\le1$ on the finite range:

$$\mathrm{Si}(X)=\int_0^\infty ds\int_0^X e^{-sx}\sin x\,dx .$$

Differentiation confirms that $-e^{-sx}(\cos x+s\sin x)/(1+s^2)$ is an antiderivative of $e^{-sx}\sin x$. Therefore

$$\mathrm{Si}(X)=\int_0^\infty\frac{ds}{1+s^2}-\int_0^\infty\frac{e^{-sX}(\cos X+s\sin X)}{1+s^2}\,ds .$$

The first integral is $\pi/2$. In the second, $|\cos X+s\sin X|\le\sqrt{1+s^2}$, so its magnitude is at most $\int_0^\infty e^{-sX}ds$. Hence

$$\left|\mathrm{Si}(X)-\frac{\pi}{2}\right|\le\frac1X,\qquad |\mathrm{Si}(X)|\le X .\tag{6}$$

Together these bounds give $|\mathrm{Si}|\le\pi/2+1$ for all $X\ge0$.

## 5. Opening the window

Choose a short time $a$ and a long time $b$ such that $\int|\psi|\,dt$ over $t<a$ and $t>b$ is as small as desired. The bracket in (5) is bounded, so these outer times contribute as little as desired, whatever the window. For $a\le t\le b$, (6) gives

$$\left|\mathrm{Si}(\omega_2t)-\frac{\pi}{2}\right|\le\frac{1}{\omega_2a},\qquad
|\mathrm{Si}(\omega_1t)|\le\omega_1b .$$

Both vanish as $\omega_2\to\infty$ and $\omega_1\to0$. The bracket may therefore be replaced by $\pi/2$ under the integral:

$$\int_0^\infty\frac{\varepsilon''}{\omega}\,d\omega
=\frac{\pi}{2}\Delta\varepsilon\int_0^\infty\psi(t)\,dt
=\frac{\pi}{2}\Delta\varepsilon .$$

The last step is (2). Multiplication by $2/\pi$ gives (1).

The shape drops out for a simple reason. The part of the relaxation that happens between $t$ and $t+dt$ contributes $(\pi/2)\Delta\varepsilon\,\psi(t)\,dt$ to the area, whether $t$ is early or late. Moving relaxation to later times moves loss to lower frequencies but leaves the total area unchanged.

The logarithm is natural. Since $\ln\omega=\ln(2\pi)+\ln10\,\log_{10}f$, with $f$ in a fixed unit, an axis in decades of ordinary frequency $f$ requires

$$\Delta\varepsilon=\frac{2\ln10}{\pi}\int\varepsilon''\,d\log_{10}f,
\qquad \frac{2\ln10}{\pi}=1.4659 .\tag{7}$$

The factor $2\pi$ between $\omega$ and $f$ only shifts the axis.

## 6. Different shapes, one area

For $\phi=e^{-t/\tau}$, equation (4) gives the Debye loss $\Delta\varepsilon\,\omega\tau/(1+\omega^2\tau^2)$. With $u=\omega\tau$ its area is $\Delta\varepsilon\int_0^\infty du/(1+u^2)=(\pi/2)\Delta\varepsilon$, as required.

Six losses were also computed numerically from $\phi(t)$ through (4), without use of the sum rule. Time is in units of $\tau$:

| Relaxation function | Peak of $\varepsilon''/\Delta\varepsilon$ | $(2/\pi)\times$ area$/\Delta\varepsilon$ |
|---|---|---|
| $e^{-t}$ | 0.500 | 1.000 |
| $e^{-\sqrt t}$ | 0.273 | 1.000 |
| Cole–Davidson, 0.6 | 0.390 | 1.000 |
| $(1+t)^{-1/2}$ | 0.273 | 1.000 |
| $0.4e^{-t}+0.6e^{-t/1000}$ | 0.300 | 1.000 |
| $e^{-t}(\cos3t+\tfrac13\sin3t)$ | 1.62 | 1.000 |

The peaks differ by a factor of almost six. The last function falls to $-0.351$ before it dies out, so the rule is not confined to monotone relaxation.

The second and fourth peaks agree, and this is no accident. Let $L(p)=\int_0^\infty\psi e^{-pt}dt$. For the stretched exponential, $\psi=e^{-\sqrt t}/(2\sqrt t)$, and $t=y^2$ gives

$$L_{\rm str}(p)=\int_0^\infty e^{-y-py^2}\,dy .$$

For the power law, integration by parts gives $L_{\rm pow}(p)=1-p\int_0^\infty(1+t)^{-1/2}e^{-pt}dt$. Put $t=2v+v^2$, so that $dt/\sqrt{1+t}=2\,dv$, and then $y=2pv$:

$$L_{\rm pow}(p)=1-\int_0^\infty e^{-y-y^2/(4p)}\,dy=1-L_{\rm str}\!\left(\frac{1}{4p}\right).$$

This holds for real $p>0$ and continues analytically to $p=i\omega$. There $1/(4p)=-i/(4\omega)$, and reversing the sign of the frequency reverses the sign of the imaginary part. Since $\varepsilon''/\Delta\varepsilon=-\mathrm{Im}\,L(i\omega)$, the power-law loss at $\omega$ equals the stretched-exponential loss at $1/(4\omega)$. The two curves are mirror images on the logarithmic axis. Peak height and area together still do not identify the relaxation function.

## 7. A worked sweep

Take a model in the regime of supercooled glycerol near 213 K: $\Delta\varepsilon=60$, $\varepsilon_\infty=4$, $\tau=1.0$ ms and Cole–Davidson exponent $\beta=0.6$. These are rough typical values. The spectrum

$$\varepsilon^*=\varepsilon_\infty+\frac{\Delta\varepsilon}{(1+i\omega\tau)^\beta}$$

follows from (3) with $\psi\propto t^{\beta-1}e^{-t/\tau}$.

To find its peak, set $\omega\tau=\tan\theta$. Then $1+i\omega\tau=e^{i\theta}/\cos\theta$, and

$$\varepsilon''=\Delta\varepsilon\,(\cos\theta)^\beta\sin\beta\theta .$$

Its derivative is proportional to $\cos\theta\cos\beta\theta-\sin\theta\sin\beta\theta=\cos[(1+\beta)\theta]$. The maximum is therefore at $\theta=\pi/[2(1+\beta)]=56.25^\circ$, where $\omega\tau=1.50$. This gives 238 Hz and the loss 23.43 quoted at the start.

Now sample the loss from 0.1 Hz to 1 MHz at ten points per decade, 71 points in all. The spacing is $h=\ln10/10=0.230$, and the trapezoidal rule reads

$$\Delta\varepsilon_{\rm sweep}=\frac{2h}{\pi}\left(\tfrac12\varepsilon''_1+\varepsilon''_2+\cdots+\varepsilon''_{70}+\tfrac12\varepsilon''_{71}\right)=59.71 .$$

Two points per decade give 59.69, so sampling density is not what limits this smooth, broad peak. A narrow resonance would need finer sampling.

The shortfall from 60 lies outside the window. At low frequency $(1+i\omega\tau)^{-\beta}\approx1-i\beta\omega\tau$, hence $\varepsilon''\approx\Delta\varepsilon\,\beta\omega\tau$. Dividing by $\omega$ and integrating from zero to $\omega_1$ gives the missing strength

$$\frac{2}{\pi}\Delta\varepsilon\,\beta\omega_1\tau
=\frac{2}{\pi}(60)(0.6)(6.28\times10^{-4})=0.014 .$$

At high frequency $(i\omega\tau)^{-\beta}=(\omega\tau)^{-\beta}e^{-i\pi\beta/2}$, hence $\varepsilon''\approx\Delta\varepsilon\sin(\pi\beta/2)(\omega\tau)^{-\beta}$. Integration of $\omega^{-\beta-1}$ from $\omega_2$ upward supplies a factor $1/\beta$:

$$\frac{2}{\pi}\Delta\varepsilon\,\frac{\sin(\pi\beta/2)}{\beta}(\omega_2\tau)^{-\beta}
=\frac{2}{\pi}(60)\frac{0.809}{0.6}(6283)^{-0.6}=0.271 .$$

The three parts add to 60.00. The upper end matters more, although it lies further from the peak in decades, because the loss falls there as $\omega^{-0.6}$ instead of $\omega^{1}$.

The real part offers a second reading: $\varepsilon'$ drops by 59.81 across the sweep. This too is incomplete, mainly because $\varepsilon'$ is still above $\varepsilon_\infty$ by about $\Delta\varepsilon\cos(\pi\beta/2)(\omega_2\tau)^{-\beta}=0.19$ at 1 MHz.

## 8. Conduction makes the area diverge

A conduction current $\sigma E$ adds to the displacement current $i\omega\varepsilon_0\varepsilon^*E$. It is equivalent to adding $-i\sigma/(\varepsilon_0\omega)$ to $\varepsilon^*$, hence $\sigma/(\varepsilon_0\omega)$ to the loss. Its contribution to the apparent strength is

$$\frac{2}{\pi}\frac{\sigma}{\varepsilon_0}\int_{\omega_1}^{\omega_2}\frac{d\omega}{\omega^2}
=\frac{2}{\pi}\frac{\sigma}{\varepsilon_0}\left(\frac1{\omega_1}-\frac1{\omega_2}\right),\tag{8}$$

which grows without limit as $\omega_1\to0$. Conduction lies outside the proof: under a constant field the charge displacement never settles, so there is no finite static permittivity to find.

Choose $\sigma=10^{-13}$ S/cm. Then $\sigma/\varepsilon_0=1.13\ \mathrm{s^{-1}}$ and $\omega_1=0.628\ \mathrm{s^{-1}}$, so (8) gives 1.14. On the 71 points the trapezoidal rule gives 1.15 for this steeply falling term. The raw sweep thus yields 60.86, and subtracting the conduction loss point by point restores 59.71. The raw value is off by less than 1.14 because the missing high-frequency loss partly offsets the conduction. Starting at 0.01 Hz raises the conduction part to 11.44. Extending this sweep to lower frequencies therefore makes the uncorrected result worse.

## 9. The model beside a real liquid

Glycerol is a suitable comparison because its supercooled liquid has a strong, asymmetric loss peak. The conductivity used here is a choice, since it depends on purity. Real spectra also contain loss from faster processes, which the Cole–Davidson form omits. A flat extra loss of 0.05 over the seven decades would add $1.4659\times0.05\times7=0.51$ to the strength. The area gives the summed strength of all processes whose loss lies well inside the window. A Debye peak exactly at one end of a wide window is only half counted. To assign the measured area to one process, the others must be separated by a model or by a clear gap in frequency.

Temperature drift breaks the assumption of a fixed response. Suppose $\tau$ varies during the sweep as $\omega^c$, with $1+c>0$ and $\Delta\varepsilon$ held fixed. With $u=\ln(\omega\tau)$ one has $du=(1+c)\,d\ln\omega$, so the full area is divided by $1+c$. If $\tau$ falls tenfold per 6 K, a rough figure, a rise of 0.5 K spread evenly over seven upward decades gives $c=-(0.5/6)/7=-0.0119$. With $\tau=1.0$ ms at the start of the sweep, it then reads 60.40 instead of 59.71; with $\tau=1.0$ ms at the end, 60.43. If the strength itself varies as $1/T$, it changes by a further 0.23% between the ends of the sweep.

Two other effects need a check: dipole saturation, which is negligible here, and electrode blocking, which depends on the cell. For freely orienting dipoles the Langevin function is $x/3-x^3/45+\cdots$, where $x$ is the dipole energy divided by $kT$. In a steady field the relative loss of response is thus $x^2/15$; the fundamental response to a slow alternating field of the same amplitude loses three quarters as much. A dipole of 2.6 D in an applied field of 100 V/cm, enhanced 2.91 times by Onsager's directing-field factor, has $x=8.6\times10^{-5}$, and the reduction is $4.9\times10^{-10}$.

Ions blocked at the electrodes add a series capacitance. Conduction exceeds the static displacement current below $\sigma/(2\pi\varepsilon_0\varepsilon_s)=2.8\times10^{-3}$ Hz. Well above this frequency the bulk acts mainly as a capacitor, and blocking layers take little of the voltage if their thickness divided by their permittivity is much smaller than the same ratio for the sample. Being thin is not enough if their permittivity is low. The sweep starts 36 times higher. A less pure sample moves this limit up in proportion to $\sigma$.

Finally, a process too slow to relax during the measurement has its loss peak below the window, and at most the high-frequency tail of that loss is counted. If part of $\phi$ is frozen, (2) gives $1-\phi(\infty)$ in place of 1, and the area yields the strength that actually relaxes. The numerical output below lists the main inputs and results.

## Numbers as computed

```
Loss from phi(t), divided by strength (dimensionless):
  exponential (Debye): peak 0.500, (2/pi)*area 1.000
  stretched exponential, exponent 0.5: peak 0.273, (2/pi)*area 1.000
  Cole-Davidson, exponent 0.6: peak 0.390, (2/pi)*area 1.000
  power law (1+t/tau)^-0.5: peak 0.273, (2/pi)*area 1.000
  two-step, 0.4 at tau, 0.6 at 1000 tau: peak 0.300, (2/pi)*area 1.000
  damped oscillation, 3 rad per tau: peak 1.621, (2/pi)*area 1.000
  lowest phi of the damped oscillation: -0.351
Example inputs (rough, regime of glycerol):
  temperature: 213 K
  strength: 60, eps_inf: 4
  tau: 1.0 ms, Cole-Davidson exponent: 0.6
  conductivity: 1.0e-13 S/cm
  sweep: 0.1 Hz to 1e+06 Hz, 71 points
Example results (dimensionless unless a unit is given):
  peak loss: 23.43 at 238 Hz
  twice the peak loss (Debye reading): 46.86
  prefactor per decade, 2 ln(10)/pi: 1.4659
  strength from raw loss: 60.86
  strength after conduction is subtracted: 59.71
  same with 15 points in the sweep: 59.69
  window value from the time-domain formula: 59.71
  missing below the window: 0.014
  missing above the window: 0.271
  window plus both ends: 60.00
  step in real permittivity over the sweep: 59.81
  conduction part, sweep from 0.1 Hz: 1.14
  conduction part, sweep from 0.01 Hz: 11.44
Sizes of neglected effects:
  assumed drift: 0.5 K upward during the upward sweep
  assumed shift of tau: one decade per 6 K
  drift exponent c: -0.0119
  strength read with drift: 60.40
  change of a 1/T strength: 0.23 %
  flat background loss 0.05 adds: 0.51
  dipole moment: 2.6 D, field: 100 V/cm
  directing-field factor: 2.91
  dipole energy / kT: 8.6e-05
  relative dipole saturation: 4.9e-10
  ionic frequency sigma/(2 pi eps0 eps_s): 2.8e-03 Hz
```
